# Does a Negative Activation Energy Rule Out a Barrier?

**The argument under review.** An atom A reacts with a diatomic molecule BC, and the rate constant falls as the temperature rises. The argument runs: "Passage over a saddle needs energy, and heating supplies it. A saddle would therefore make the rate rise. Since the rate falls, the path from reactants to products has no barrier. If a saddle below the reactants did exist, the activation energy would give its depth."

The comment concerns both inferences. The observable is

$$E_a=k_BT^2\,\frac{d\ln k}{dT},$$

and the question is what its sign and size say about the surface.

**1. Where the first inference goes wrong**

The argument measures the saddle from the wrong place. Suppose A and BC first form a bound complex, which then crosses a saddle whose ground level lies $V$ below that of the reactants. Seen from the complex this is a barrier. Seen from the reactants it costs no energy at low angular momentum, but it can still restrict the flux if few quantum states are open there, and at high angular momentum its rotational energy can lift it above the entrance. Whether heating helps then depends on how the number of open states grows at two places: the entrance to the complex and the saddle.

I take a statistical complex that conserves energy $E$ and total angular momentum $J$, with no tunnelling, no recrossing and no return from products. Energies are counted from the reactants' ground level, zero-point energies included. Levels are those of rigid rotors and harmonic oscillators, and electronic degeneracies are one. Collisions during the life of the complex are left out until section 5.

**2. Counting states at the two bottlenecks**

*Outer bottleneck.* At long range the attraction is $-C_6/R^6$. With reduced mass $\mu$ and $L^2=\hbar^2l(l+1)$, the radial motion sees

$$V_{\rm eff}(R)=\frac{L^2}{2\mu R^2}-\frac{C_6}{R^6}.$$

At its maximum $-L^2/(\mu R^3)+6C_6/R^7=0$, so $R^4=6\mu C_6/L^2$. There $C_6/R^6=L^2/(6\mu R^2)$, and the height is

$$V_l=\frac{L^2}{2\mu R^2}-\frac{L^2}{6\mu R^2}=\frac{L^2}{3\mu R^2}=\frac{L^3}{3\mu\sqrt{6\mu C_6}}.$$

The last form uses $1/R^2=L/\sqrt{6\mu C_6}$. BC keeps its vibrational and rotational quantum numbers $v,j$ out to this point. $N_{\rm out}(E,J)$ is the number of sets $(v,j,l)$ with $|j-l|\le J\le j+l$ and $\varepsilon_{vj}+V_l\le E$, where $\varepsilon_{vj}$ is the internal energy of BC.

*Inner bottleneck.* $N_{\rm in}(E,J)$ is the number of saddle levels at or below $E$:

$$-V+BJ(J+1)+(A-B)K^2+n_1\epsilon_1+n_2\epsilon_2\le E,\qquad K=-J,\dots,J.$$

Here $A,B$ are the saddle's rotational constants and $\epsilon_1,\epsilon_2$ its two vibrational quanta. "Tight" means that these spacings are large, so that the saddle has few levels per unit energy. Whether $N_{\rm in}$ then lies below $N_{\rm out}$ depends also on $V$, $E$ and $J$.

*Flux.* One open channel contributes $(dp/h)\,\dot q=dE/h$ to the one-way flux, because $\dot q=\partial E/\partial p$. Thermal reactants therefore enter the complex, per unit product of concentrations, at the rate $(2J+1)N_{\rm out}e^{-E/k_BT}dE/(hQ_r)$. $Q_r$ is the reactant partition function per volume without the centre-of-mass motion:

$$Q_r=q_{\rm tr}\,q_{\rm int},\qquad q_{\rm tr}=\left(\frac{2\pi\mu k_BT}{h^2}\right)^{3/2}.$$

The complex has $(2J+1)\rho(E,J)\,dE$ states. Dividing each outgoing flux by this number gives the decay rates $N_{\rm out}/(h\rho)$ and $N_{\rm in}/(h\rho)$. The density $\rho$ cancels from the probability of reaction,

$$P(E,J)=\frac{N_{\rm in}}{N_{\rm out}+N_{\rm in}},$$

and the collisionless rate constant is

$$k_0=\frac{1}{hQ_r}\sum_J(2J+1)\int N_{\rm out}P\,e^{-E/k_BT}\,dE .$$

**3. What the activation energy measures**

Differentiating the logarithm of the sum-integral gives $\langle E\rangle_{\rm react}/(k_BT^2)$, the mean energy of pairs that react. Differentiating $\ln Q_r$ gives $U_r/(k_BT^2)$, where $U_r$ is the mean internal energy of BC plus $\tfrac32k_BT$ from the factor $T^{3/2}$. Hence

$$E_a=\langle E\rangle_{\rm react}-U_r .$$

A negative value says that reacting pairs carry less energy than average pairs. It says nothing directly about a barrier.

For comparison, remove the saddle as a bottleneck by setting $P=1$. Since $\sum_{J=|j-l|}^{j+l}(2J+1)=(2j+1)(2l+1)$, and a channel with threshold $\varepsilon$ contributes $\int_\varepsilon^\infty e^{-E/k_BT}dE=k_BTe^{-\varepsilon/k_BT}$, the internal sum cancels $q_{\rm int}$:

$$k_{\rm cap}=\frac{k_BT}{h\,q_{\rm tr}}\sum_l(2l+1)e^{-V_l/k_BT}.$$

When many $l$ contribute, put $y=l(l+1)$, $dy=(2l+1)dl$ and $V_l=ay^{3/2}$, with $a=\hbar^3/(3\mu\sqrt{6\mu C_6})$. The substitution $u=ay^{3/2}/k_BT$ gives

$$\int_0^\infty e^{-ay^{3/2}/k_BT}dy=\frac23\left(\frac{k_BT}{a}\right)^{2/3}\int_0^\infty u^{-1/3}e^{-u}du=\Gamma(\tfrac53)\left(\frac{k_BT}{a}\right)^{2/3}.$$

The powers of $T$ add to $1+\tfrac23-\tfrac32=\tfrac16$. Thus $k_{\rm cap}\propto T^{1/6}$ and $E_a=+k_BT/6$: this barrierless model gives a *positive* activation energy.

Now restore $P$. Let $\langle\cdot\rangle$ be the average over captured pairs, with weight $(2J+1)N_{\rm out}e^{-E/k_BT}$. Then $k_0=k_{\rm cap}\langle P\rangle$ and $\langle E\rangle_{\rm react}=\langle EP\rangle/\langle P\rangle$. For capture alone $\langle E\rangle-U_r=k_BT/6$. Subtracting,

$$E_a=\frac{k_BT}{6}+\frac{\langle EP\rangle-\langle E\rangle\langle P\rangle}{\langle P\rangle}.$$

This is the criterion the argument lacks. $E_a$ is negative when the reaction probability falls with energy strongly enough to outweigh $k_BT/6$. A tight submerged saddle can do this. It is open to the slowest pairs, which have low $J$, but over a range of energies the loose entrance gains states faster than the saddle does. Part of this gain lies at high $J$: faster pairs are captured with more angular momentum, and the term $BJ(J+1)$ can raise the saddle above their energy, so that $N_{\rm in}=0$ for them. At high enough energy the order reverses, because the saddle's two vibrations then add states faster than the entrance does.

**4. A model that decides the matter**

Take $\mu=10$ u, $C_6=100$ hartree bohr$^6$, and a BC rotor with rotational constant 10 cm$^{-1}$ and vibrational quantum 3500 cm$^{-1}$. The saddle lies 600 cm$^{-1}$ below the reactants, with $A=20$, $B=0.5$, $\epsilon_1=500$ and $\epsilon_2=2500$ cm$^{-1}$. The complex lies 2000 cm$^{-1}$ below the reactants, so it must climb $2000-600=1400$ cm$^{-1}$ to react. These are round model parameters, not those of a particular molecule.

At $E\approx600$ cm$^{-1}$ and $J=30$ the counts are $N_{\rm out}=58$ and $N_{\rm in}=20$, so $P=20/78=0.26$. At larger $J$ the saddle is no longer submerged: for $J=40$ its lowest level lies at $-600+0.5\cdot40\cdot41=220$ cm$^{-1}$, while the entrance barrier for $j=0$, $l=40$ is 81 cm$^{-1}$. Over all energies, without collisions:

| $T$ (K) | $k_0$ (cm³/s) | $E_a$ (cm⁻¹) |
|---:|---:|---:|
| 5 | $2.64\times10^{-10}$ | 0.5 |
| 20 | $2.85\times10^{-10}$ | −0.9 |
| 100 | $1.76\times10^{-10}$ | −36 |
| 300 | $9.81\times10^{-11}$ | −98 |
| 700 | $7.55\times10^{-11}$ | −50 |
| 1000 | $7.56\times10^{-11}$ | 81 |

At 300 K the reacting pairs have mean energy 420 cm$^{-1}$ and the reactants 518 cm$^{-1}$. Hence $E_a=420-518=-98$ cm$^{-1}$, or $-1.2$ kJ/mol. The first inference fails: the rate falls with temperature although a real saddle separates complex and products.

Within the range of the table, where many $l$ contribute to capture, the negative sign holds over a window of temperature. At 5 K, $\langle P\rangle=k_0/k_{\rm cap}=2.64/2.86=0.92$; nearly every captured pair reacts, and the capture behaviour shows. At 1000 K, $k_BT/6=116$ cm$^{-1}$, so the second term of the criterion is $81-116=-35$ cm$^{-1}$. The covariance of energy and reaction probability is still negative, but too small to outweigh $k_BT/6$.

Tightness alone can change the sign. Keep the saddle at $-600$ cm$^{-1}$ but give it $A=10$, $B=0.1$ and $\epsilon_1=20$ cm$^{-1}$. At 300 K, $E_a$ becomes $+31$ cm$^{-1}$, close to the capture value of 35 cm$^{-1}$. The three changes act together; any one of them made by itself leaves $E_a$ negative.

**5. Why $-E_a$ is not the depth of the saddle**

Without collisions, a pair that enters the complex has $E\ge0$, since every threshold in $N_{\rm out}$ is non-negative. Therefore $\langle E\rangle_{\rm react}\ge0$ and

$$E_a\ge-U_r$$

for any saddle depth. At 300 K this bound is $-518$ cm$^{-1}$, so the value $-600$ cm$^{-1}$ expected by the second inference cannot occur. Varying only the depth of the tight saddle at 300 K gives:

| $V$ (cm⁻¹) | $E_a$ (cm⁻¹) |
|---:|---:|
| −600 | 646 |
| 0 | 61 |
| 300 | −66 |
| 600 | −98 |
| 1200 | −98 |
| 4800 | 5 |

A negative $V$ is a saddle above the reactants. A very deep saddle has many open states, so $P$ approaches one and $E_a$ moves back towards $k_BT/6$. The deepest case requires a complex deeper than 2000 cm$^{-1}$, but the well does not enter $k_0$ because $\rho$ has cancelled.

Pressure changes the result, because collisions redistribute the complexes over $E$ and $J$ and, above all, carry them to energies below zero, which reactants cannot reach directly. Let $x(E,J)$ be the population of the complex relative to its equilibrium with the reactants. Assume strong collisions of frequency $\omega$, each of which redistributes the complex thermally over all $E$ and $J$. In the steady state entry, decay and collisions balance:

$$N_{\rm out}-(N_{\rm out}+N_{\rm in})x+h\omega\rho\,(X-x)=0,$$

where $X$ is the average of $x$ with weight $(2J+1)\rho e^{-E/k_BT}$. The rate constant is

$$k=\frac{1}{hQ_r}\sum_J(2J+1)\int N_{\rm in}\,x\,e^{-E/k_BT}dE .$$

For $\omega\to0$, $x\to N_{\rm out}/(N_{\rm out}+N_{\rm in})$ wherever a decay channel is open, and $k\to k_0$. For $\omega\to\infty$, $x\to X$ everywhere. Multiply the balance equation by $(2J+1)e^{-E/k_BT}/(hQ_r)$, sum over $J$ and integrate over $E$. The collision term vanishes by the definition of $X$. What remains is $k_{\rm cap}-(k_{\rm cap}+k_{\rm in})X=0$, where $k_{\rm in}$ is the canonical rate constant of the saddle alone, with the range $-V\le E<0$ included. Since $k=k_{\rm in}X$,

$$\frac1k=\frac1{k_{\rm cap}}+\frac1{k_{\rm in}} .$$

Differentiating this relation gives

$$E_a=k\left(\frac{E_{\rm cap}}{k_{\rm cap}}+\frac{E_{\rm in}}{k_{\rm in}}\right),$$

with $E_{\rm cap}$ and $E_{\rm in}$ the activation energies of the two rate constants. At 300 K the values are $k_{\rm cap}=5.65$ and $k_{\rm in}=4.46$, in units of $10^{-10}$ cm³/s, with $E_{\rm cap}=35$ and $E_{\rm in}=-547$ cm$^{-1}$. They give $k=2.49\times10^{-10}$ cm³/s and

$$E_a=2.49\left(\frac{35}{5.65}-\frac{547}{4.46}\right)\approx-290\ {\rm cm^{-1}},$$

or $-3.5$ kJ/mol. The same surface thus gives $-98$ cm$^{-1}$ for isolated complexes and $-290$ cm$^{-1}$ for thermalized ones. Between the limits the result depends on $\rho$. Take for the complex a symmetric top with rotational constants $A_c=20$ and $B_c=0.25$ cm$^{-1}$ and two soft modes of 100 and 300 cm$^{-1}$ counted classically, with the BC stretch left in its ground level. Then, in cm$^{-1}$ units, $\rho=\sum_{K=-J}^{J}\max[E+2000-B_cJ(J+1)-(A_c-B_c)K^2,\,0]/(100\cdot300)$. With this $\rho$, the value at $\omega=10^{12}$ s$^{-1}$ is $-232$ cm$^{-1}$, with the derivative taken at fixed $\omega$. Such a frequency means a dense gas: for a collision rate constant near $5\times10^{-10}$ cm³/s it corresponds to about 80 bar at 300 K. At $\omega=10^{10}$ s$^{-1}$, near one bar, $E_a$ is $-104$ cm$^{-1}$, close to the collisionless value, and the thermalized limit needs pressures far above 80 bar. The reason is that a complex with so small a $\rho$ lives only about 1 ps, some three periods of its 100 cm$^{-1}$ mode, which also makes the statistical assumption marginal for these parameters. None of these is $-600$ cm$^{-1}$.

**6. What can be concluded**

The observed fall of the rate is compatible with a barrier between complex and products, so the claim of a barrierless path should be withdrawn unless other evidence supports it. Nor can a depth be read from $E_a$ alone: it depends on temperature, on pressure and on the tightness of the saddle. A defensible depth requires a fit of $k(T)$ at known pressure with both bottlenecks in the model, and with the saddle's rotational constants and frequencies known from elsewhere, since depth and tightness can partly offset each other in $k(T)$. That fit inherits the assumptions of section 1, and tunnelling, a non-statistical complex or return from products would each change it. The numerical check computes the numbers used here. It tests $V_l$ against direct maximization, $N_{\rm out}$ against enumeration, the collisionless $E_a$ against finite differences, $k_{\rm cap}$ and $k_{\rm in}$ against closed formulas, the steady-state solution against a direct linear solve, and the rate constant in the two pressure limits.

## Calculated quantities

```
reduced mass 10 u; C6 100 hartree bohr^6
BC: rotational constant 10, stretch 3500 cm^-1
tight saddle (cm^-1): {'A': 20.0, 'B': 0.5, 'bend': 500.0, 'stretch': 2500.0}
loose control (cm^-1): {'A': 10.0, 'B': 0.1, 'bend': 20.0, 'stretch': 2500.0}
saddle 600, complex 2000 cm^-1 below reactants
climb from complex to saddle 1400 cm^-1
complex: A 20.0, B 0.25, modes 100.0, 300.0 cm^-1
barrier l=40: numeric 80.596, formula 80.596 cm^-1
at E=601.2 cm^-1, J=30: N_out=58, N_in=20
No collisions: T/K, k, k_capture (cm^3/s), Ea (cm^-1), Ea/kBT
      5 2.634e-10 2.858e-10      0.51   0.147
     10 2.845e-10 3.210e-10      0.41   0.060
     20 2.853e-10 3.602e-10     -0.87  -0.062
     50 2.384e-10 4.190e-10    -11.86  -0.341
    100 1.761e-10 4.705e-10    -35.88  -0.516
    200 1.207e-10 5.280e-10    -75.44  -0.543
    300 9.808e-11 5.649e-10    -97.89  -0.469
    500 8.061e-11 6.150e-10    -97.66  -0.281
    700 7.550e-11 6.506e-10    -50.46  -0.104
   1000 7.561e-11 6.903e-10     80.65   0.116
300 K: kBT 208.5, reactant mean energy 517.9 cm^-1
300 K: mean energy of reacting pairs 420.0 cm^-1
300 K: Ea -97.9 cm^-1 = -1.17 kJ/mol
300 K: Ea by finite difference -97.6 cm^-1
300 K capture: Ea 34.71, kBT/6 34.75 cm^-1
300 K capture: k formula 5.648e-10 cm^3/s
300 K, no collisions: saddle depth (cm^-1), k (cm^3/s), Ea (cm^-1)
    -600 1.306e-12     646.4
       0 2.108e-11      60.9
     300 5.455e-11     -65.7
     600 9.808e-11     -97.9
    1200 1.937e-10     -97.6
    2400 3.467e-10     -49.9
    4800 4.852e-10       4.7
loose saddle, depth 600 cm^-1: k 5.340e-10 cm^3/s, Ea 30.8 cm^-1
300 K canonical saddle alone: k 4.462e-10 cm^3/s, Ea -547.0 cm^-1
300 K: collision frequency (1/s), k (cm^3/s), Ea (cm^-1)
  1e+02 9.808e-11     -97.9
  1e+09 9.837e-11     -98.5
  1e+10 1.009e-10    -103.9
  1e+11 1.210e-10    -140.7
  1e+12 1.892e-10    -231.6
  1e+13 2.388e-10    -281.4
  1e+20 2.493e-10    -290.2
thermalized limit from canonical formula: k 2.491e-10 cm^3/s
thermalized limit: Ea -3.47 kJ/mol
```
